# Stress-free, charge-neutral walls between rhombohedral ferroelectric domains

## Problem

A cubic crystal becomes ferroelectric and rhombohedral. Its polarization has magnitude $P_0$ and points along one of the eight directions $s=(\pm1,\pm1,\pm1)$, with unit vector $\hat s=s/\sqrt3$. Relative to the cubic parent, domain $s$ is stretched by

$$U_s=\lambda_\perp I+(\lambda_\parallel-\lambda_\perp)\,\hat s\hat s^{T},\qquad \lambda_\parallel\neq\lambda_\perp .$$

This is the form allowed by the threefold axis along $s$: one stretch along the axis and one across it. Two homogeneous domains $s$ and $t$ meet on a flat wall whose normal $n$, in the parent frame, points from $s$ into $t$. No external load or field acts.

(a) For $t\neq\pm s$, which walls leave both domains free of stress?

(b) Which of these carry no bound charge? Give the planes for polarizations about 71° and 109° apart, and treat the 180° pair.

(c) By what angle does the lattice turn across a neutral wall? Take a rhombohedral angle $\alpha=89.5°$.

## Hints

1. A stress-free domain has its natural stretch, up to a rotation. The two domains must give every line in the wall the same length.
2. The difference of two squares factorizes.
3. Refer the charge to parent area, and use the fact that $\hat s$ is an eigenvector of $U_s$.
4. For (c), find the angle between the polarization and the deformed wall normal.

## Solution

### (a) Coherent walls

Choose the overall orientation so that domain $s$ has deformation $U_s$ and domain $t$ has $RU_t$, with $R$ a rotation. The crystal does not tear if $U_sv=RU_tv$ for every $v$ in the wall. Rotations preserve length, so $|U_sv|^2=|U_tv|^2$. Squaring the stretch gives

$$U_s^2=\lambda_\perp^2I+(\lambda_\parallel^2-\lambda_\perp^2)\hat s\hat s^T ,$$

and the condition becomes

$$0=v\cdot(U_s^2-U_t^2)v=\frac{\lambda_\parallel^2-\lambda_\perp^2}{3}\,[(s-t)\cdot v]\,[(s+t)\cdot v].$$

The prefactor is not zero, so the product of brackets must vanish for all $v$ in the wall. If neither bracket vanished throughout the wall, each would be zero on one line only, and a $v$ off both lines would violate the condition. Hence one bracket vanishes throughout, and its vector is normal to the wall:

$$n\parallel s+t\qquad\text{or}\qquad n\parallel s-t .$$

Both walls can be realized. Equal lengths for all $v$ imply equal inner products, so $U_tv\mapsto U_sv$ is a rigid map between the two deformed planes. Their normals are $U_t^{-1}n$ and $U_s^{-1}n$, because $(U^{-1}n)\cdot(Uv)=n\cdot v=0$. Let $R$ also carry the first unit normal into the second. For $v_1\times v_2=n$,

$$Uv_1\times Uv_2=(\det U)\,U^{-1}n ,$$

so both triads are right-handed and $R$ is a proper rotation. Since $(U^{-1}n)\cdot(Ux)=n\cdot x$, each domain also stays on its own side of the wall. Small strain was not assumed.

### (b) Neutral walls

The bound charge per unit area is the normal component of $P_s-P_t$, where $P_s=P_0\hat s$ and $P_t=P_0R\hat t$. Under a deformation $F$, a parent area element $n\,dA$ becomes $(\det F)F^{-T}n\,dA$. On the $s$ side $F=U_s$, and

$$P_0\,\hat s\cdot(\det U_s)U_s^{-1}n=P_0\frac{\lambda_\parallel\lambda_\perp^2}{\lambda_\parallel}\,\hat s\cdot n=P_0\lambda_\perp^2\,\hat s\cdot n .$$

On the $t$ side $F^{-T}=RU_t^{-1}$. The two factors $R$ cancel in the scalar product and leave $P_0\lambda_\perp^2\,\hat t\cdot n$. The charge per parent area is therefore

$$\sigma_0=P_0\lambda_\perp^2(\hat s-\hat t)\cdot n .$$

Because $(s-t)\cdot(s+t)=3-3=0$, the wall $n\parallel s+t$ is neutral. The wall $n\parallel s-t$ is charged. The two cases are:

- **One sign differs.** For $s=(1,1,1)$ and $t=(1,1,-1)$, $\hat s\cdot\hat t=1/3$ and the angle is $\theta=70.53°$. Here $s+t=(2,2,0)$, so the neutral wall is $(110)$. Over all such pairs, **71° walls lie on $\{110\}$**.
- **Two signs differ.** For $t=(1,-1,-1)$, $\hat s\cdot\hat t=-1/3$ and $\theta=109.47°$. Here $s+t=(2,0,0)$, so **109° walls lie on $\{100\}$**.

Neutrality is needed for this assignment. Replacing $t$ by $-t$ leaves $U_t$ unchanged but exchanges $s+t$ with $s-t$. Elasticity alone would thus also allow 71° walls on $\{100\}$ and 109° walls on $\{110\}$; these are the charged ones.

For a 180° pair, $t=-s$ and $U_t=U_s$. Every plane is coherent with $R=I$, and $\sigma_0=2P_0\lambda_\perp^2\,\hat s\cdot n$. Any plane containing the polar axis is neutral, so this argument selects no single plane.

The result depends on neither $P_0$ nor the size or sign of $\lambda_\parallel-\lambda_\perp$. A uniform temperature change within the rhombohedral phase leaves the planes in place. The proof fails if the polarization leaves the threefold axis, or if $P_0$ differs between the domains. If $\lambda_\parallel=\lambda_\perp$, every plane is coherent and only the charge condition remains.

### (c) Rotation of the lattice

Let $r=\lambda_\parallel/\lambda_\perp$ and $q=r^2-1$. For $s=(1,1,1)$, two deformed cube edges have squared length $\lambda_\perp^2(1+q/3)$ and scalar product $\lambda_\perp^2q/3$. Hence

$$\cos\alpha=\frac{q}{3+q},\qquad q=\frac{3\cos\alpha}{1-\cos\alpha},\qquad r^2=\frac{1+2\cos\alpha}{1-\cos\alpha},$$

which gives $r=1.0131$ for $\alpha=89.5°$.

Let $N$ and $d$ be the unit vectors along $s+t$ and $s-t$. Then

$$\hat s=\cos\tfrac\theta2\,N+\sin\tfrac\theta2\,d,\qquad \hat t=\cos\tfrac\theta2\,N-\sin\tfrac\theta2\,d .$$

The deformed normal is along $U_s^{-1}N$. Its component along $\hat s$ is $\cos(\theta/2)/\lambda_\parallel$, and its component across $\hat s$ is $\sin(\theta/2)/\lambda_\perp$. The tangent of the angle between them is $r\tan(\theta/2)$. Domain $t$ gives the same angle on the other side of the normal, so the true angle between the polarizations is

$$\theta'=2\arctan\!\left(r\tan\tfrac\theta2\right).$$

The direction $s\times t$ is stretched equally in both domains and is not turned. It is the axis of $R$, and the rotation angle is $|\theta'-\theta|$.

The true angles are 71.23° and 110.17°, and the rotations are 0.71° and 0.70°. They nearly agree because, to first order in $r-1$,

$$\theta'-\theta\approx\frac{2\tan(\theta/2)}{1+\tan^2(\theta/2)}(r-1)=(r-1)\sin\theta ,$$

and $\sin\theta=2\sqrt2/3$ in both cases.

This is the angle of $R$, not the bend of every lattice row, because the stretches of the two domains differ as well. Rows lying in the wall are not bent. The row along $N$ bends by about twice the angle of $R$, 1.41° for both pairs, and the cube rows crossing the $(110)$ wall bend by 1.00°.

## Variation 1: the rejected, charged wall

*Take $P_0=60\ \mu\mathrm{C/cm^2}$, relative permittivity $\varepsilon_r=50$ and domains 100 nm wide. What would an unscreened wall with $n\parallel s-t$ cost?*

At small strain $\sigma=P_0|\hat s-\hat t|$. For the 71° pair $s-t=(0,0,2)$, so

$$\sigma=\frac{2P_0}{\sqrt3}=69.3\ \mu\mathrm{C/cm^2}.$$

For the 109° pair $s-t=(0,2,2)$ and $\sigma=2\sqrt{2/3}\,P_0=98.0\ \mu\mathrm{C/cm^2}$. With $n$ along $s-t$ the polarizations meet head to head and the charge is positive.

In a stack of equal domains, walls of charge $+\sigma$ and $-\sigma$ alternate, and the normal polarization is $\pm\sigma/2$. Without free charge the normal displacement is continuous:

$$\varepsilon_0\varepsilon_rE_1+\frac\sigma2=\varepsilon_0\varepsilon_rE_2-\frac\sigma2 .$$

With no voltage across the stack, $E_2=-E_1$, so

$$|E|=\frac{\sigma}{2\varepsilon_0\varepsilon_r}=\frac{0.693\ \mathrm{C/m^2}}{2\,(8.85\times10^{-12}\ \mathrm{F/m})(50)}=7.8\ \mathrm{MV/cm}$$

for the 71° pair, and 11.1 MV/cm for the 109° pair. A rough breakdown field is 1 MV/cm. The potential across one domain of the 71° stack would be 78 V, and a 3 eV gap is already matched over 3.8 nm.

The linear estimate condemns itself. The induced polarization $\varepsilon_0(\varepsilon_r-1)|E|=(1-1/\varepsilon_r)\sigma/2$ would cancel 98% of the normal polarization. Such a wall must therefore be screened, or the polarization near it must change. With a cell edge $a=0.40$ nm, one cell covers an area $a^2$ of the $\{100\}$ charged wall (71° pair) and $\sqrt2\,a^2$ of the $\{110\}$ charged wall (109° pair). Full screening then takes 0.69 elementary charges per wall cell for the 71° pair and 1.38 for the 109° pair.

## Variation 2: a neutral wall on the wrong plane

*Tilt the neutral wall by $\varphi$ about $d$, so that $n=\cos\varphi\,N+\sin\varphi\,z$ with $z\parallel s\times t$. It stays neutral, since $d\cdot n=0$. Find its elastic energy for $c_{11},c_{12},c_{44}=300,150,80$ GPa.*

For layers of equal width the stresses in the tilted wall add no charge either, because the reflection $d\to-d$ exchanges the two domains and leaves $n$ in place. With unequal widths this symmetry is lost and a piezoelectric charge can appear. Use linear elasticity for a laminate of equal layers with free mean strain, and approximate the stiffness of both domains by that of the cubic parent. Let $\Delta\varepsilon=U_s-U_t$. Coherence lets the total strains differ by $\tfrac12(a n^T+n a^T)$, so the elastic strains differ by $M=\tfrac12(an^T+na^T)-\Delta\varepsilon$. With zero mean they are $\pm M/2$, and the energy density is $w=\tfrac18M{:}C{:}M$. Define $\tau=(C{:}\Delta\varepsilon)n$ and $K_{ik}=C_{ijkl}n_jn_l$. Then

$$w=\tfrac18\left[\Delta\varepsilon{:}C{:}\Delta\varepsilon-2a\cdot\tau+a\cdot Ka\right].$$

The minimum is at $a=K^{-1}\tau$, where the last two terms sum to $-\tau\cdot K^{-1}\tau$.

Inserting $\hat s$ and $\hat t$ gives $\Delta\varepsilon=m(Nd^T+dN^T)$ with $m=(\lambda_\parallel-\lambda_\perp)\sin\theta$. If the stretches preserve volume, $\lambda_\parallel=1.00873$, $\lambda_\perp=0.99566$ and $m=0.0123$. On cubic axes $\Delta\varepsilon$ has no diagonal elements, so $C{:}\Delta\varepsilon=2c_{44}\Delta\varepsilon$. It follows that $\Delta\varepsilon{:}C{:}\Delta\varepsilon=4c_{44}m^2$ and $\tau=2c_{44}m\cos\varphi\,d$. For a cubic crystal

$$K_{ik}=c_{44}\delta_{ik}+(c_{12}+c_{44})n_in_k+A\,n_i^2\delta_{ik},\qquad A=c_{11}-c_{12}-2c_{44}=-10\ \mathrm{GPa}.$$

In both cases $d$ is an eigenvector of $K$, with eigenvalue $\kappa$, so

$$w=\frac{c_{44}m^2}{2}\left[1-\frac{c_{44}}{\kappa}\cos^2\varphi\right].$$

For the 71° pair $d=(0,0,1)$ and $n_z=0$, hence $\kappa=c_{44}$ and $w=\tfrac12c_{44}m^2\sin^2\varphi$. For the 109° pair $d=(0,1,1)/\sqrt2$ and $n_y^2=n_z^2=\tfrac12\sin^2\varphi$, hence $\kappa=c_{44}+\tfrac12A\sin^2\varphi$.

At $\varphi=10°$ the energies are 0.183 and 0.172 MJ/m³; the small difference comes from $A\neq0$. At 90° both reach $\tfrac12c_{44}m^2=6.07$ MJ/m³. A tilt towards $d$ also costs elastic energy (0.50 and 0.51 MJ/m³ at 10° in the same laminate model) and in addition brings charge: 1° gives 1.2 and 1.7 $\mu\mathrm{C/cm^2}$ for the 71° and 109° pairs. These values leave out the piezoelectric response to the wall stress, whose size depends on the full piezoelectric tensor.

## The model beside real films

The parameters are round values in the rough range of rhombohedral perovskite ferroelectrics and describe no particular compound. One assumption that a thin film can break is that domains may turn freely. If a substrate blocked the rotation entirely, the stress scale would be $c_{44}$ times the angle, $80\ \mathrm{GPa}\times0.0123\approx1$ GPa. The wall orientation could then shift, by an amount not calculated here.

A working field also disturbs the balance. At 0.1 MV/cm, a susceptibility differing by 30 between the polar axis and the directions across it puts at most 0.25 $\mu\mathrm{C/cm^2}$ on a neutral wall, if the field is taken as uniform. The maximum is for a field along $d$, which also pushes the wall with a pressure $P_0|\hat s-\hat t|E$ of 6.9 MPa (71° pair) or 9.8 MPa (109° pair), so the estimate holds only while the wall is pinned. With a piezoelectric coefficient of 50 pm/V, opposite strains in the two domains set a mismatch scale of $2\times50\ \mathrm{pm/V}\times0.1\ \mathrm{MV/cm}=0.001$, about 8% of the spontaneous mismatch $m$. The actual mismatch depends on the field direction and the full piezoelectric tensor, and it grows in proportion to the coefficients: shear coefficients of several hundred pm/V would make it several times larger. The numerical output below lists the stress, charge and mismatch scales for both pairs.

## Values computed for the example and the checks

```
input P0 = 60.0 uC/cm2; lattice angle = 89.50 deg
input cell edge = 0.40 nm; domain width = 100 nm
input c11, c12, c44 = 300, 150, 80 GPa
input relative permittivity = 50; band gap = 3.0 eV
input rough breakdown field = 1.0 MV/cm
stretch along, across polar axis = 1.008727, 0.995665
stretch ratio r = 1.013119
domain pairs 71, 109, 180 deg = 12, 12, 4
[71] t = (1, 1, -1); neutral plane (1, 1, 0), charged plane (0, 0, 1)
[71] number of neutral planes in family = 6
[71] angle s,t = 70.529 deg; true angle = 71.234 deg
[71] lattice rotation = 0.706 deg
[71] largest spontaneous strain mismatch = 0.01232
[71] neutral wall tilted 10 deg: 0.183 MJ/m3
[71] neutral wall tilted 90 deg: 6.066 MJ/m3
[71] charged wall: 69.28 uC/cm2 (small strain)
[71] charged wall: 68.68 uC/cm2 (finite strain)
[71] bare field (linear estimate) = 7.82 MV/cm
[71] bare field / breakdown field = 7.8
[71] potential across one domain = 78.2 V
[71] width where potential equals gap = 3.83 nm
[71] screening carriers per wall cell = 0.692
[71] charge if wall tilts 1 deg toward dP = 1.21 uC/cm2
[71] stress scale if rotation is clamped = 0.99 GPa
[71] wall charge induced by working field = 0.250 uC/cm2
[71] piezo mismatch / spontaneous mismatch = 0.081
[109] t = (1, -1, -1); neutral plane (1, 0, 0), charged plane (0, 1, 1)
[109] number of neutral planes in family = 3
[109] angle s,t = 109.471 deg; true angle = 110.174 deg
[109] lattice rotation = 0.703 deg
[109] largest spontaneous strain mismatch = 0.01232
[109] neutral wall tilted 10 deg: 0.172 MJ/m3
[109] neutral wall tilted 90 deg: 6.066 MJ/m3
[109] charged wall: 97.98 uC/cm2 (small strain)
[109] charged wall: 97.55 uC/cm2 (finite strain)
[109] bare field (linear estimate) = 11.07 MV/cm
[109] bare field / breakdown field = 11.1
[109] potential across one domain = 110.7 V
[109] width where potential equals gap = 2.71 nm
[109] screening carriers per wall cell = 1.384
[109] charge if wall tilts 1 deg toward dP = 1.71 uC/cm2
[109] stress scale if rotation is clamped = 0.98 GPa
[109] wall charge induced by working field = 0.250 uC/cm2
[109] piezo mismatch / spontaneous mismatch = 0.081
input working field = 0.10 MV/cm; susceptibility difference = 30
input piezoelectric coefficient = 50 pm/V
piezo strain mismatch, upper scale = 0.00100
piezo stress, upper scale = 0.30 GPa
input wall thickness = 1.0 nm; share of domain width = 0.010
```
